# Cryogenic Channel Heating with a Fourth-Power Boundary Law

**Question.** A silicon-on-insulator transistor operates with its substrate at 4.2 K. Its channel measures 1 µm by 1 µm and dissipates from a few nanowatts near threshold to about 10 µW in saturation. Heat leaves through a thin buried oxide, and the flow across this boundary varies as the difference of the fourth powers of the temperatures on its two sides. How warm does the channel become, how does the rise scale with power and substrate temperature, and how far off is a constant thermal resistance?

**Answer.** The temperature estimated here is that of the lattice in the channel and the gate stack above it, called the hot body. The electrons can be hotter, as shown near the end. The state is steady, the hot body has a single temperature $T$, the heating is uniform over the area $A=WL$, and the substrate surface stays at $T_0$. Some of these assumptions are relaxed later.

## The boundary coefficient

At these temperatures heat is carried across an electrical insulator by acoustic phonons. Consider one branch with speed $c$ and linear dispersion, $\omega=ck$. The power per area that thermal phonons carry through a plane in one direction is an integral over the half of wave-vector space that points towards the plane:

$$
q_1=\int_{\rm half}\frac{d^3k}{(2\pi)^3}\,\frac{\hbar ck}{e^{\hbar ck/k_BT}-1}\,c\cos\theta .
$$

The angular part is $2\pi\int_0^1\mu\,d\mu=\pi$, with $\mu=\cos\theta$. This leaves

$$
q_1=\frac{\hbar c^2}{8\pi^2}\int_0^\infty\frac{k^3\,dk}{e^{\hbar ck/k_BT}-1}.
$$

Put $y=\hbar ck/k_BT$. Then $k^3dk=(k_BT/\hbar c)^4y^3dy$, and $\int_0^\infty y^3dy/(e^y-1)=\pi^4/15$, so

$$
q_1=\frac{\pi^2k_B^4T^4}{120\,\hbar^3c^2}.
$$

Silicon has one longitudinal branch (speed $c_l$) and two transverse ones (speed $c_t$). Let $a$ be the mean fraction of phonons that cross the oxide, taken as independent of frequency. The substrate sends phonons back by the same law, and the net flow must vanish at equal temperatures, so the same $a$ applies in both directions:

$$
P=sA(T^4-T_0^4),\qquad
s=a\,\frac{\pi^2k_B^4}{120\hbar^3}\left(\frac1{c_l^2}+\frac2{c_t^2}\right).
$$

With the rough speeds $c_l=9000$ m/s and $c_t=5400$ m/s, $s=206$ W/(m² K⁴) for $a=1$. The anisotropic elastic constants of silicon give about 203 W/(m² K⁴) through a (001) plane, a shift that changes the temperatures below by less than 0.1 K. The round choice $a=0.5$ gives $s=103$ W/(m² K⁴), or $sA=0.103$ nW/K⁴ for this channel.

## Temperature and the two regimes

Solving the heat balance for $T$ gives

$$
T=T_0(1+x)^{1/4},\qquad x=\frac{P}{P_*},\qquad P_*=sAT_0^4 .
$$

The crossover power $P_*$ is what the channel would radiate across the boundary at temperature $T_0$ if nothing came back. Here it is 32 nW.

For $x\ll1$, the expansion $(1+x)^{1/4}\approx1+x/4$ gives a rise proportional to power,

$$
T-T_0\approx\frac{T_0x}{4}=\frac{P}{4sAT_0^3}.
$$

For $x\gg1$, the returning heat is negligible and

$$
T\approx\left(\frac{P}{sA}\right)^{1/4}.
$$

Doubling the power then raises $T$ by a factor of only $2^{1/4}\approx1.19$, and the substrate temperature drops out.

## What a constant resistance predicts

Differentiating $P=sA(T^4-T_0^4)$ at fixed $T_0$ gives $dP/dT=4sAT^3$. The differential resistance is therefore

$$
\frac{dT}{dP}=\frac1{4sAT^3}.
$$

At zero power it equals $R_0=1/(4sAT_0^3)$, which is 32.7 K/µW here. Keeping this value at all powers predicts a rise $R_0P=T_0x/4$. To compare it with the true rise, write $r=T/T_0$, so that $x=r^4-1$:

$$
\frac{R_0P}{T-T_0}=\frac{r^4-1}{4(r-1)}=\frac{(1+r)(1+r^2)}4 .
$$

The last step uses $r^4-1=(r-1)(r+1)(r^2+1)$. For any heating $r>1$, so the ratio exceeds one and $R_0$ overestimates the rise. The physical reason is that a warmer body has more phonons, of higher energy, with which to lose heat.

For small $x$ the next term of the expansion is needed: $(1+x)^{1/4}-1\approx(x/4)(1-3x/8)$. The ratio is then $1+3x/8$ to first order. An overestimate of 10%, relative to the true rise, requires $(1+r)(1+r^2)=4.4$, which gives $r=1.064$. Within this model, $R_0$ is therefore good to 10% while the rise stays below 6.4% of $T_0$. At 4.2 K that means a rise of 0.27 K, reached at 9 nW.

## Three bias points

The point labelled subthreshold has 0.1 µA at 50 mV, so $P=5$ nW. The label is loose: in a square channel at 4.2 K this current lies close to threshold, and deep subthreshold operation would release much less heat. The linear on-state has 20 µA at 50 mV, so $P=1$ µW. The saturation point has 20 µA at 0.5 V, so $P=10$ µW. It belongs to a lower gate voltage than the linear on-state, because at the same gate voltage the current would be larger at 0.5 V than at 50 mV. Area, substrate temperature and $s$ are the same for all three.

In subthreshold, $x=5.0/32.09=0.156$, and

$$
T=4.2\times(1.156)^{1/4}=4.355\ \text{K}.
$$

The rise is 0.155 K. The constant resistance gives 0.164 K, which is 6% too high, in line with $3x/8=0.058$.

In the linear on-state, $x=1000/32.09=31.2$, and

$$
T=4.2\times(32.2)^{1/4}=10.0\ \text{K}.
$$

The rise is 5.8 K, while $R_0$ predicts 33 K, too high by a factor of 5.6.

In saturation, $x=312$ and $T=17.7$ K, a rise of 13.5 K. Here $R_0$ predicts 327 K, too high by a factor of 24. The power has grown 2000-fold from the subthreshold point, but the rise has grown only about 87-fold.

The error reverses if the resistance is inferred at high power. The chord resistance is

$$
\frac{T-T_0}{P}=\frac{T-T_0}{sA(T^4-T_0^4)}=\frac{1}{sA(T+T_0)(T^2+T_0^2)},
$$

which falls as $T$ rises. In saturation it is $13.46/10=1.35$ K/µW. Applied to the 5 nW subthreshold point, it predicts 6.7 mK instead of 155 mK, too low by a factor of 23. A single resistance thus cannot serve both ends of this bias range, wherever it is matched.

## A colder substrate

Let the substrate be at 1 K, with the device and powers unchanged. Since $P_*\propto T_0^4$, the crossover falls from 32 nW to 0.10 nW. The 5 nW subthreshold point now has $x\approx48$ and lies well inside the nonlinear regime, with $T=2.65$ K. The saturation temperature is 17.65 K, against 17.66 K for the 4.2 K substrate. Colder surroundings help little once $P\gg P_*$, and they bring even the 5 nW point into the nonlinear regime.

## Heat released near the drain

Uniform heating suits the linear on-state best. At the 5 nW point the channel holds few electrons, and much of the 50 mV can drop near the drain. In saturation much of the drop lies in the pinched-off region, also near the drain. The effect of concentration can be found by letting heat spread sideways in the hot body, of thickness $t=60$ nm.

Suppose the phonon mean free path equals $t$. For an isotropic distribution, the energy density of a branch is $u_j=4q_j/c_j$, where $q_j$ is its one-way flux. The kinetic formula for conductivity gives

$$
\kappa=\frac t3\sum_jc_j\frac{du_j}{dT}
=\frac{4t}{3}\frac{d}{dT}\left(\frac saT^4\right)
=\frac{16\,s\,t}{3a}T^3 ,
$$

because $\sum_jq_j=(s/a)T^4$. Set $\Theta=T^4-T_0^4$, so that $d\Theta/dx'=4T^3\,dT/dx'$, where $x'$ is the position along the channel. The lateral heat flow per width is then $-t\kappa\,dT/dx'=-(4st^2/3a)\,d\Theta/dx'$. If $p$ is the heating per area, energy balance reads

$$
-\ell^2\frac{d^2\Theta}{dx'^2}+\Theta=\frac ps,\qquad
\ell=t\sqrt{\frac4{3a}} .
$$

The equation is linear in $\Theta$ although it is nonlinear in $T$. The decay length is $\ell=98$ nm at every temperature for which these laws hold. This is only about 1.6 mean free paths, so the diffusive description of the sideways flow is itself approximate. The single temperature across the thickness is approximate too. With $a=0.5$, half of the phonons that strike the oxide leave the body, and those that remain are not fully thermal. Strictly, $T$ describes the phonons that strike the oxide, and the mean energy density in the body can correspond to a somewhat lower temperature.

Let the power enter uniformly over a strip of length $b$ centred at $x'=0$, with the hot body continuing for several $\ell$ on both sides. Inside the strip, the symmetric solution is $\Theta=(p/s)[1-B\cosh(x'/\ell)]$. Outside, for $x'>b/2$, it is $\Theta=(p/s)\,C\,e^{-(x'-b/2)/\ell}$. With $\beta=b/2\ell$, continuity of $\Theta$ and of its slope at the edge gives

$$
1-B\cosh\beta=C,\qquad B\sinh\beta=C .
$$

Adding $B\cosh\beta$ to both sides of the first equation and inserting the second gives $B(\cosh\beta+\sinh\beta)=1$, so $B=e^{-\beta}$. With $p=P/(bW)$, the value at the centre is

$$
\Theta_{\rm peak}=\frac{P}{sbW}\left(1-e^{-b/2\ell}\right).
$$

For $b=100$ nm, $\beta=0.51$ and the bracket is 0.40. The source is ten times shorter than the channel, so $\Theta_{\rm peak}$ is about four times its uniform value. The saturation peak becomes 25.0 K instead of 17.7 K. The subthreshold peak becomes 4.74 K, so its rise grows from 0.155 K to 0.54 K. The fourth root softens the effect at high power, but the nearly linear subthreshold rise receives most of the factor of four.

These peaks count sideways heat flow by phonons only. At 4.2 K the formula above gives $\kappa\approx0.005$ W/(m K). By the Wiedemann–Franz law, electrons in a metal gate with a rough resistivity of 2 µΩ m would conduct about 0.05 W/(m K). If they exchange heat readily with the phonons, such a gate spreads the heat further and lowers the concentrated rise, by the larger fraction in subthreshold. If a 40 nm layer of this metal covered the whole hot body, the subthreshold rise would fall from 0.54 K to about 0.26 K, and the saturation rise only from 20.8 K to about 20.2 K.

The formula for $\Theta_{\rm peak}$ was tested against a finite-volume solution for $T$ itself, with $\kappa\propto T^3$, at both powers and for strips of 100 nm and 1 µm. The rises agreed within 0.3%. This confirms the algebra, not the diffusive description, which tends to overstate the sideways flow. When phonons are followed individually through the slab, the factor of four becomes 4.1 to 5.7, depending on how they scatter and on how close to the oxide the heat is released. The peaks for $a=0.5$ are then 25 to 27 K in saturation and 4.75 to 4.9 K in subthreshold.

## How uncertain is the transmission?

Two simple pictures of the oxide suggest a range for $a$. In the first, each oxide face scatters phonons so thoroughly that they forget which side they came from. They then leave each face in proportion to the available one-way flux, which varies as $S=1/c_l^2+2/c_t^2$. The chance of going into the oxide is $\alpha=S_{\rm ox}/(S_{\rm Si}+S_{\rm ox})$, and the chance of going into silicon is $1-\alpha$. A phonon that crosses may bounce an even number of times inside the oxide before it leaves on the far side:

$$
a=\alpha(1-\alpha)\sum_{n=0}^{\infty}\alpha^{2n}
=\frac{\alpha(1-\alpha)}{1-\alpha^2}=\frac{\alpha}{1+\alpha}.
$$

With rough oxide speeds of 5900 and 3700 m/s, this gives $a=0.41$.

In the second picture, transverse waves cross smooth faces at normal incidence. Averaged over the thermal energy spectrum, their transmission is 0.91 at both 4.2 K and 17.7 K. This supports a constant $a$ for that case, though it does not cover oblique waves or frequency-dependent roughness.

The result is forgiving, because $T\propto a^{-1/4}$ when $x\gg1$. In the linear on-state, $a=0.25$ gives 11.9 K and $a=1$ gives 8.5 K, against 10.0 K for $a=0.5$. In subthreshold the rise varies nearly as $1/a$, so its relative uncertainty is much larger.

## Other limits of the estimate

If phonons scatter inside the oxide, it adds a temperature drop $(P/A)d/\kappa_{\rm ox}$. For $d=25$ nm and a rough $\kappa_{\rm ox}=0.1$ W/(m K), this is 0.25 K in the linear on-state and 2.5 K in saturation. The same conductivity implies a phonon mean free path of roughly 8 nm at 17.7 K, shorter than the oxide is thick, so such scattering is to be expected in saturation. The channel warms by at most this drop. It warms by less if part of the boundary resistance lies above the oxide, because the fourth-power law weakens the effect of a warmer surface below. For uniform heating, the upper limit in saturation is 19% of the calculated rise. Below a 100 nm drain strip the local heat flux is about four times larger, and the possible drop grows to about 10 K. The boundary may then no longer control the heat flow alone. For the substrate, the diffusive spreading formula with a rough conductivity of 50 W/(m K) gives a surface warming of about 0.09 K in saturation. This is only a formal figure, because that conductivity implies a phonon mean free path of roughly 0.6 mm at 4.2 K, far longer than the channel. In the boundary model, $T_0$ describes the phonons that return from the substrate.

Linear phonon dispersion also begins to fail. A sine-shaped transverse branch with a rough zone-edge frequency of 4.5 THz carries 4.8% more flux at 17.7 K than a linear one. At constant flow this lowers $T$ by about 1%. At the cold end, the phonon wavelength at the peak of the 4.2 K spectrum is 22 nm. That is not very small compared with the 60 nm body, so bulk phonon counting is itself approximate there. At 1 K the wavelength is 92 nm, longer than the body is thick, so the crossover power given for the 1 K substrate is only indicative.

The largest reservation concerns the electrons. In the linear on-state, take a degenerate two-dimensional gas with density $5\times10^{12}$ cm⁻² and Fermi energy 31.5 meV. If $g$ is its density of states per area, its thermal energy per area is $\pi^2gk_B^2T_e^2/6$. Suppose the excess over the value at lattice temperature is lost in a time $\tau$. Then

$$
\frac PA=\frac{\pi^2gk_B^2}{6\tau}(T_e^2-T^2),\qquad
T_e^2=T^2+\frac{6\tau P}{\pi^2gk_B^2A}.
$$

With two valleys, a transverse mass of 0.19 electron masses and a rough $\tau=10$ ps, $T_e\approx58$ K while the lattice is at 10 K. The excess in $T_e^2$ is proportional to $\tau$, so $\tau=1$ ps would still give about 21 K. This balance neglects heat conducted by the electrons into source and drain. For $\tau=10$ ps their energy diffuses over about 125 nm, so roughly a quarter of the power leaves the channel this way and the lattice heating weakens near both ends, while $T_e$ at mid-channel stays near 57 K. The fourth-power estimate must therefore not be read as an electron temperature. Such electrons may also emit phonons that do not thermalise within the hot body. In that case $T$ is an effective temperature that expresses the outgoing power.

## Comparison with real transistors

A buried oxide of about 25 nm is typical of fully depleted silicon-on-insulator technology. The silicon film there is only several nanometres thick, which is why the 60 nm hot body includes the gate stack. The 1 µm channel is long compared with the gates of a few tens of nanometres used in scaled logic. A shorter channel at the same power and width concentrates the heat much as the drain strip does. For a 100 nm source that moves the 10 µW estimate from 18 K to 25 K, provided the surrounding body spreads heat as assumed. Metal contacts and gate wiring offer further paths for heat, which are not sized here and would lower the lattice temperature.

For the stated device with a 4.2 K substrate, the boundary model thus gives a lattice rise of about 0.08 to 0.8 K in subthreshold and roughly 11 to 23 K in saturation. These ranges cover transmissions from 0.25 to 1 and heat released either uniformly or in a 100 nm strip. They leave out the temperature drop inside the oxide, the heat carried by metal and by the channel electrons, and the error of the diffusive strip formula, which makes the upper ends somewhat low. The numerical output lists the main inputs and intermediate values.

## Calculated quantities

```
channel width, length: 1.0, 1.0 um
substrate temperature: 4.2 K
Si speeds cl, ct: 9000, 5400 m/s (rough)
oxide speeds cl, ct: 5900, 3700 m/s (rough)
densities Si, oxide: 2330, 2200 kg/m3 (rough)
chosen transmission a: 0.50
s for a = 1: 206.2 W/(m2 K4)
s used: 103.1 W/(m2 K4)
s*A: 0.1031 nW/K4
crossover power P*: 32.09 nW
R0 at substrate temperature: 32.72 K/uW
subthreshold: I = 0.1 uA, V = 0.05 V
  P = 5.0 nW, x = 0.1558
  T = 4.355 K, rise = 0.1548 K
  constant-R0 rise = 0.1636 K
  rise ratio R0/true = 1.057
linear on: I = 20.0 uA, V = 0.05 V
  P = 1000.0 nW, x = 31.1663
  T = 10.002 K, rise = 5.8023 K
  constant-R0 rise = 32.7246 K
  rise ratio R0/true = 5.640
saturation: I = 20.0 uA, V = 0.50 V
  P = 10000.0 nW, x = 311.6630
  T = 17.661 K, rise = 13.4611 K
  constant-R0 rise = 327.2461 K
  rise ratio R0/true = 24.310
chord resistance in saturation: 1.346 K/uW
its subthreshold rise: 6.73 mK
true/that rise: 23.0
R0 10% high at: P = 9.02 nW
  rise there: 0.268 K = 6.39 % of T0
log slope of T against P, 10-20 uW: 0.2494
1 K bath: P* = 0.1031 nW
  subthreshold T = 2.652 K
  saturation T = 17.647 K
linear-on T for a = 0.25: 11.85 K
linear-on T for a = 1.00: 8.48 K
diffuse-oxide transmission: 0.406
specular transmission, 4.2 K: 0.913
specular transmission, saturation T: 0.913
body, lateral decay length: 60, 98.0 nm
drain strip length: 100 nm
  subthreshold peak T: 4.740 K
  saturation peak T: 24.96 K
oxide: 25 nm, 0.1 W/(m K) (rough)
  drop linear on, saturation: 0.25, 2.50 K
substrate conductivity: 50 W/(m K) (rough)
  spreading rise in saturation: 0.089 K
zone-edge frequency: 4.5 THz (rough)
  flux change at saturation T: 4.8 %
peak phonon wavelength at 4.2 K: 21.9 nm
electron density: 5.0e+12 cm^-2
electron energy relaxation: 10 ps (rough)
  Fermi energy: 31.5 meV
  linear-on electron temperature: 57.6 K
```
